# Nonsymmorphic degeneracies on real-space grids: glide chain and diamond

**Question**

I solve one-electron problems by finite differences on a uniform grid, with smooth local pseudopotentials evaluated at the grid points. Two results puzzle me.

First, I have a zigzag chain of identical atoms: period $a$ along $x$, one atom at $(0,d)$ and one at $(a/2,-d)$. The glide (half a period along $x$, then $y\to-y$) should make all levels at $k=\pi/a$ at least twofold. With some grids they are, to rounding error. With others, including finer ones, the lowest pair is split, and sliding the grid along the chain does not repair it.

Second, in a diamond crystal the lowest level at the X point is a doublet with 8 or 12 points along the cubic edge, but not with 10.

What must the number of points satisfy in each case? Is the splitting just the egg-box effect, and can its size be predicted?

**Answer**

The sampled potential can have fewer symmetries than the continuous one. An operation with a fractional translation survives only if that translation, combined with the rotation, carries grid points to grid points.

**The grid condition**

Let the grid points be $\mathbf r=h(\mathbf n+\mathbf s)$, with integer $\mathbf n$, spacing $h$ and offset $\mathbf s$ in units of a step. A crystal operation $g$ takes $\mathbf r$ to $R\mathbf r+\mathbf t$, so a grid point goes to

$$
h\left(R\mathbf n+R\mathbf s+\mathbf t/h\right).
$$

Assume that $R$ maps integer vectors to integer vectors, as axis permutations and sign changes do. The image is a grid point if and only if

$$
R\mathbf s-\mathbf s+\mathbf t/h\in\mathbb Z^D ,\qquad(1)
$$

where $D$ is the dimension. If (1) holds, $g$ permutes the grid points and $V(g\mathbf r)=V(\mathbf r)$ at each of them. If the difference stencil is also symmetric under $R$, the permutation commutes with the grid Hamiltonian. If (1) fails, there is no such permutation, and the degeneracy that relied on it is no longer protected. It may still occur by accident at special parameters.

**The chain: even or odd**

Take $N$ points per period, $h=a/N$, and a transverse grid symmetric about the glide line $y=0$. The glide does not change the sign of $x$, so $s_x$ cancels in (1). What remains is

$$
\frac{a/2}{h}=\frac N2\in\mathbb Z .
$$

So $N$ must be even, whatever the offset along the chain. This is why sliding the grid does not restore the glide.

To see what the glide protects, define $(Gf)(x,y)=f(x-a/2,-y)$. Applying it twice gives $f(x-a,y)$, which for a Bloch function is $e^{-ika}f$. At $k=\pi/a$, therefore, $G^2=-1$. Without spin or magnetic field $H$ is real, so complex conjugation $K$ commutes with $H$; it sends $k=\pi/a$ to the equivalent $-\pi/a$. Since $G$ is real,

$$
(GK)^2=G^2K^2=-1 .
$$

If $\psi$ were nondegenerate, $GK\psi=c\psi$ would hold for some number $c$. A second application gives $(GK)^2\psi=c^*GK\psi=|c|^2\psi$, which cannot equal $-\psi$. Each level is thus at least double. On an even grid the argument carries over unchanged, with $G$ a permutation with signs.

**Size of the splitting for weak wells**

Expand the potential along the chain:

$$
V(x,y)=\sum_n V_n(y)\,e^{2\pi i nx/a}.
$$

The glide symmetry $V(x+a/2,-y)=V(x,y)$ gives $V_n(y)=(-1)^nV_n(-y)$. Let $\bar V_n$ be the average of $V_n(y)$ over the lowest transverse mode $|\phi(y)|^2$, which is even in $y$. Then $\bar V_n=(-1)^n\bar V_n$, so $\bar V_n=0$ for odd $n$.

At the zone boundary the two lowest free waves are $N^{-1/2}e^{\pm i\pi x_j/a}\phi(y)$ with $x_j=(j+s)a/N$. In the continuum $\bar V_1$ would couple them, and it vanishes. On the grid the coupling is

$$
M=\sum_n\bar V_n\,\frac1N\sum_{j=0}^{N-1}e^{2\pi i(n-1)(j+s)/N}.
$$

The sum over $j$ vanishes unless $n-1=mN$ with integer $m$, when each term equals $e^{2\pi ims}$. Hence

$$
M=\sum_m\bar V_{1+mN}\,e^{2\pi ims}.\qquad(2)
$$

This is aliasing: components differing by $N$ look the same to the grid. For even $N$ each index $1+mN$ is odd and $M=0$. For odd $N$ the terms with odd $m$ survive. I keep $m=\pm1$, the lowest components. The potential is even in $x$, so $\bar V_{1-N}=\bar V_{N-1}$. The two waves have equal diagonal elements and equal finite-difference kinetic energies, so the splitting is $2|M|$:

$$
\Delta\simeq2\left|\bar V_{N-1}+\bar V_{N+1}e^{4\pi is}\right| .\qquad(3)
$$

Here a common phase $e^{-2\pi is}$ has been dropped. The result is first order in the potential. The offset changes only the relative phase of two terms, and when the Fourier components fall steadily with $n$, as for the Gaussian wells below, the first is the larger, so $\Delta$ does not vanish at any offset in this order.

For Gaussian wells $-V_0e^{-r^2/2w^2}$ in a strip with hard walls at $y=\pm L/2$, the normalized mode has $|\phi|^2=(1/L)[1+\cos(2\pi y/L)]$. If the wells are far from the walls, the transverse average of one Gaussian centred at $\pm d$ is

$$
I=\frac{\sqrt{2\pi}\,w}{L}\left[1+e^{-2\pi^2w^2/L^2}\cos\frac{2\pi d}{L}\right].
$$

The Fourier integral along $x$ supplies $\sqrt{2\pi}(w/a)e^{-(2\pi nw/a)^2/2}$ per atom. With two atoms,

$$
\bar V_n=-2V_0\frac{\sqrt{2\pi}\,w}{a}\,I\,e^{-(2\pi nw/a)^2/2}\qquad(n\text{ even}).\qquad(4)
$$

**A worked chain**

Take model parameters $a=4$ Å, $d=0.5$ Å, $w=0.25$ Å, $V_0=40$ eV, $L=6$ Å, and $\hbar^2/2m=3.80998$ eV Å$^2$. Then $\sqrt{2\pi}w=0.627$ Å and $I=0.104\,(1+0.966\times0.866)=0.192$. The prefactor in (4) is $2\times40\times0.157\times0.192\approx2.40$ eV, and the exponent is $-0.0771\,n^2$. For $N=9$ and $s=0$,

$$
\Delta\simeq2\times2.40\,\left(e^{-4.93}+e^{-7.71}\right)\text{ eV}\approx0.037\text{ eV}.
$$

Across the strip I use 29 interior grid points, a transverse step of 0.2 Å, for all chain calculations here and below. Diagonalizing the grid Hamiltonian gives, for the lowest pair:

| $N$ | $\Delta$, $s=0$ (eV) | $\Delta$, $s=1/4$ (eV) | Eq. (3), $s=0$ (eV) |
|---|---|---|---|
| 7 | 3.09 | 0.481 | 0.334 |
| 9 | 0.805 | 0.136 | 0.0367 |
| 11 | 0.175 | 0.0304 | 0.00223 |
| 13 | 0.0336 | 0.00594 | $7.4\times10^{-5}$ |
| 15 | 0.00585 | 0.00105 | $1.3\times10^{-6}$ |

For every even $N$ from 8 to 16 the splitting is below $10^{-9}$ eV at both offsets. The digits belong to this transverse step: halving it changes the $N=9$, $s=0$ entry from 0.805 to 0.786 eV and raises the mean levels for $N=8$ and $N=16$ quoted below by about 0.07 and 0.05 eV.

The parity rule holds, but (3) is far too small at this depth: by a factor of 22 for $N=9$. The wells are not weak. At $N=9$ the ratio of the computed splitting to (3) is 1.005 for a depth of 0.04 eV, 1.047 for 0.4 eV and 1.55 for 4 eV. The excess over 1 starts out proportional to $V_0$, as a second-order term in $\Delta$ requires. At a depth of $4\times10^{-4}$ eV, for $N=7$ and 9 and three offsets, (3) agrees with diagonalization to within $5\times10^{-5}$ of its value.

The second-order term also shows why (3) gets worse as the grid is refined. Two successive scatterings with indices $p+q=N-1$ contribute products $V_pV_q$, divided by an energy difference. Their Gaussian factor depends on $p^2+q^2$, which is smallest at $p=q=(N-1)/2$, where it equals $(N-1)^2/2$. The exponent is half that of the direct term, so the two-step term outgrows the direct one as the grid is refined. The same count gives $(N-1)^2/r$ for $r$ scatterings, so the Gaussian factors of higher orders fall more slowly still. At 40 eV these orders already matter for $N=9$: the excess of 0.0047 at 0.04 eV, extrapolated linearly, gives 4.7, while the computed excess is 20.9. From $N=13$ to 15 the computed splitting falls by a factor of 5.7, while (3) falls by 56.

An unsplit pair does not mean a converged energy. The mean level is $-2.93$ eV for $N=8$ and $-1.70$ eV for $N=16$, though both grids keep the doublet.

**Localized orbitals and the egg-box effect**

The egg-box effect is the spurious change in an atom's energy as it moves relative to the grid. For odd $N$ and $s=0$, the atom at $x=0$ sits on a grid coordinate in $x$, while the atom at $a/2=(N/2)h$ sits midway between two.

The mirror $x\to-x$ is still a symmetry at this offset. The lowest orbital on the first atom is even under it. Let $f$ be the Bloch sum of orbitals on the second atom, even about $a/2$, so that $f(a-x)=f(x)$. At $k=\pi/a$ we also have $f(x-a)=-f(x)$. Therefore

$$
f(-x)=f\big((a-x)-a\big)=-f(a-x)=-f(x).
$$

One orbital is even and the other odd, so they do not mix. If each is also too compact to feel the other well, the splitting is the difference of the two site energies:

$$
\Delta\simeq|E_{\text{on point}}-E_{\text{midway}}| .
$$

With the depth raised to 200 eV and $N=13$, separate calculations for each kind of atom give $-85.968$ and $-79.068$ eV. The difference is 6.900 eV, and the full chain splits by the same amount to within about $10^{-5}$ eV. In this limit the splitting is the egg-box energy difference. At the 40 eV depth of the table the orbitals are not compact, and the match is only rough: for $N=9$ an isolated atom on a grid coordinate and one midway differ by 0.71 eV, while the chain splits by 0.805 eV. A closer match comes from two chains that each hold one kind of atom, taken at $k=\pi/a$: their lowest levels differ by 0.8052 eV, against 0.8049 eV for the full chain. The even state vanishes at $x=a/2$ and the odd state at $x=0$, so each has a node at the other well.

At $s=1/4$ the situation is different. The atoms lie a quarter step to opposite sides of their nearest grid coordinates. The inversion $(x,y)\to(a/2-x,-y)$ survives, because (1) requires $-2s+N/2$ to be an integer, which is true for odd $N$. The site energies are then equal. But the couplings $t_1$ and $t_2$ of an atom to its right and left neighbours need no longer be equal. For two orthonormal orbitals the Bloch coupling is

$$
t_1e^{i\pi/2}+t_2e^{-i\pi/2}=i(t_1-t_2),
$$

and the splitting is $2|t_1-t_2|$. So equalizing the site energies does not restore the glide. At the 40 eV depth this offset lowers the splitting by a factor of about six, without removing it.

**Diamond on a cubic grid**

Let there be $N$ points per cubic edge, $h=a/N$, with the origin on an atom and the usual six-neighbour stencil. Half of the 48 point operations, those of $T_d$, have $\mathbf t=0$. The other half have $\mathbf t=\boldsymbol\tau=(a/4)(1,1,1)$. Condition (1) then gives, in turn:

1. The face-centring translation $(a/2)(0,1,1)$ needs $N/2$ to be an integer.
2. The twofold rotation $(x,-y,-z)$ changes the offset by $(0,-2s_y,-2s_z)$. With its partners about the other axes, it makes every $2s_i$ an integer.
3. The threefold rotations make the components of $\mathbf s$ equal modulo 1. So $\mathbf s$ is $(0,0,0)$ or $(\tfrac12,\tfrac12,\tfrac12)$.
4. Inversion, $\mathbf r\to-\mathbf r+\boldsymbol\tau$, needs $-2s_i+N/4$ to be an integer. Since $2s_i$ is one already, $N/4$ must be an integer.

Conversely, if $4$ divides $N$ and $\mathbf s$ is one of these two offsets, then $R\mathbf s-\mathbf s$ and $\boldsymbol\tau/h$ are integer vectors for all 48 operations. Hence

$$
\text{full diamond symmetry on a cubic grid}\iff 4\mid N\ \text{and}\ \mathbf s\in\{(0,0,0),(\tfrac12,\tfrac12,\tfrac12)\}.
$$

**Why the X doublet is lost at $N=10$**

Take $X=(0,0,2\pi/a)$, the inversion $I$ above and $C:(x,y,z)\to(x,-y,-z)$. Acting in the two orders,

$$
IC\,\mathbf r=-C\mathbf r+\boldsymbol\tau,\qquad CI\,\mathbf r=-C\mathbf r+C\boldsymbol\tau .
$$

They differ by $\boldsymbol\tau-C\boldsymbol\tau=(a/2)(0,1,1)$, a lattice translation with Bloch phase $e^{\pm i\pi}=-1$ at X. So $I$ and $C$ anticommute there. If $C\psi=\pm\psi$, then $C(I\psi)=-IC\psi=\mp I\psi$. The states $\psi$ and $I\psi$ are orthogonal and have the same energy.

The grid keeps $C$ if $2s_y$ and $2s_z$ are integers. For $N=2$ mod 4 it keeps $I$ only if each $2s_i$ is half an odd integer. No offset satisfies both, so this protection is gone. The doublet needs less than the full group: the glide $IC$ applied twice is the translation $(a/2)(0,1,1)$, with phase $-1$ at X, so $IC$ combined with $K$ pairs the levels as in the chain. By (1) it needs $N/4$ and $2s_x$ to be integers and puts no condition on $s_y$ or $s_z$; for $N=8$ the pair stays unsplit at $\mathbf s=(0,0.3,0.17)$. For $N=10$ this glide is lost at every offset.

The weak-potential estimate follows as for the chain. The waves with wavevectors $(2\pi/a)(0,0,\pm1)$ are coupled by the aliased components at $(0,0,2)+N\mathbf m$, in units of $2\pi/a$:

$$
\Delta\simeq2\Big|\sum_{\mathbf m}V_{(0,0,2)+N\mathbf m}\,e^{2\pi i\mathbf m\cdot\mathbf s}\Big| .\qquad(5)
$$

The two atoms of the basis give $V_{hkl}$ a factor $1+(-i)^{h+k+l}$. It vanishes for $(0,0,2)$. For $N=2$ mod 4 it equals 2 at $(0,0,2-N)$, since $2-N$ is then a multiple of 4. For weak wells, with $N=6$ and 10 and three offsets each, (5) agrees with diagonalization to within $7\times10^{-5}$ of its value.

For a model crystal with $a=6$ Å, $w=0.4$ Å and depth 30 eV, with a grid point on an atom, the lowest X pair splits by 0.676 eV for $N=10$. For $N=8$ and 12 the splitting is below $10^{-9}$ eV. Moving the $N=10$ grid to $(\tfrac14,\tfrac14,\tfrac14)$ leaves 0.093 eV. For $N=6$ the two lowest levels are 13 eV apart. The step is then 1 Å, and the second atom lies $\sqrt3/2\approx0.87$ Å from its nearest grid points, where its well has only $e^{-0.75/0.32}\approx10\%$ of its depth. Those two levels should not be read as a slightly perturbed doublet.

**A grid along the primitive vectors has a different rule**

Now put $N$ steps along each of

$$
\mathbf a_1=\tfrac a2(0,1,1),\quad\mathbf a_2=\tfrac a2(1,0,1),\quad\mathbf a_3=\tfrac a2(1,1,0),
$$

with $\mathbf r=\sum_i(n_i+s_i)\mathbf a_i/N$ and a symmetric twelve-neighbour stencil. Since $\mathbf a_1+\mathbf a_2+\mathbf a_3=a(1,1,1)$, the fractional translation is $N/4$ steps along each primitive vector. The grid is itself a small fcc lattice, and this permits more offsets.

Write the Cartesian offset as $(a/N)(x,y,z)$. In these units fcc vectors have components that are multiples of $\tfrac12$ and add up to an integer. The twofold rotation about $x$ requires $(0,2y,2z)$ to be such a vector, so $2y$ and $2z$ are both integers or both half-odd. The same holds for the other pairs. Thus $x,y,z$ are all multiples of $\tfrac12$ or all odd multiples of $\tfrac14$. Up to fcc vectors, this leaves

$$
\mathbf s=\tfrac j4(1,1,1),\qquad j=0,1,2,3 .
$$

These offsets do satisfy all of $T_d$: threefold rotations and diagonal mirrors leave $(1,1,1)$ fixed, and the twofold rotation shifts the offset by $-(0,\tfrac j2,\tfrac j2)$, an fcc vector. Inversion then requires $(N-2j)/4$ to be an integer:

$$
N\equiv2j\pmod 4 .
$$

Odd $N$ is excluded. For $N=0$ mod 4 use $j=0$ or 2; for $N=2$ mod 4 use $j=1$ or 3. So even $N$ suffices with the right offset, while a grid point on an atom ($j=0$) again demands that 4 divide $N$. In the same model crystal, the primitive grid with $N=6$ splits the X pair by 1.16 eV at $j=0$ and by less than $10^{-9}$ eV at $j=1$.

Both divisibility rules were also checked by applying all the operations to grid points for $N=2$ to 16, with offsets in eighths of a step. The numerical output follows below.

## Values computed for the example and the checks

```
hbar^2/2m = 3.80998 eV A^2
Chain: a=4.0 A, y shift=0.5 A, width=0.25 A, depth=40.0 eV, strip=6.0 A, Ny=29
N, step (A), mean level (eV), splitting s=0 (eV), splitting s=1/4 (eV), first order s=0 (eV)
  7 0.5714   -2.3767  3.092e+00  4.810e-01  3.342e-01
  8 0.5000   -2.9316  below 1e-9  below 1e-9  none
  9 0.4444   -1.9771  8.049e-01  1.361e-01  3.674e-02
 10 0.4000   -2.0726  below 1e-9  below 1e-9  none
 11 0.3636   -1.8244  1.745e-01  3.035e-02  2.227e-03
 12 0.3333   -1.8209  below 1e-9  below 1e-9  none
 13 0.3077   -1.7523  3.355e-02  5.938e-03  7.375e-05
 14 0.2857   -1.7362  below 1e-9  below 1e-9  none
 15 0.2667   -1.7112  5.853e-03  1.048e-03  1.327e-06
 16 0.2500   -1.6979  below 1e-9  below 1e-9  none
Weak chain (depth 4.0e-04 eV): largest relative deviation from first order 4.7e-05
N=9, depth  0.04 eV: splitting / first order = 1.0047
N=9, depth  0.40 eV: splitting / first order = 1.0473
N=9, depth  4.00 eV: splitting / first order = 1.5468
N=9, depth 40.00 eV: splitting / first order = 21.9079
Deep wells (200.0 eV, N=13): atom on point -85.96846 eV, midway -79.06846 eV
  egg-box difference 6.900000 eV, chain splitting 6.899990 eV
Diamond, N from 2 to 16 with full symmetry at some offset:
  cubic grid: [4, 8, 12, 16]
  primitive grid: [2, 4, 6, 8, 10, 12, 14, 16]
  primitive N=6, good offsets in eighths of a step: [(2, 2, 2), (6, 6, 6)]
  primitive N=8, good offsets in eighths of a step: [(0, 0, 0), (4, 4, 4)]
Diamond model: a=6.0 A, width=0.4 A, depth=30.0 eV
Cubic grid, grid point on an atom: N, lowest X level (eV), splitting (eV)
  6   -3.7433  1.315e+01
  8   -1.7336  below 1e-9
 10    1.3189  6.764e-01
 12    1.5089  below 1e-9
Cubic N=10, offset (1/4,1/4,1/4): splitting 9.250e-02 eV
Weak diamond (depth 3.0e-04 eV): largest relative deviation from first order 6.7e-05
Primitive grid: N, offset along (1,1,1) in steps, X splitting (eV)
  6 0.00  1.156e+00
  6 0.25  below 1e-9
  8 0.00  below 1e-9
```
